**Testing the octahedral point-charge potential and 10Dq**

The program tests the quartic potential of six charges $-Ze$ at distance $R$ from a metal nucleus, and the d-shell splitting $10Dq=(5/3)Ze^2\langle r^4\rangle/(4\pi\varepsilon_0R^5)$, where $\langle r^4\rangle$ is the radial mean of the shell. It differentiates the Coulomb sum symbolically and asserts that the constant and quartic terms are as stated and that the orders 1, 2, 3 and 5 vanish. Quadrature of the untruncated potential over the sphere, at three radii inside $R$, confirms that the d-shell matrix contains only a constant and an $r^4$ term; a sixth-order term is found in the f orbital $xyz$. Diagonalized Coulomb integrals for Gaussian d orbitals agree with the general radial formula. The simple formula also agrees for the compact orbital, but for the diffuse one it gives 1.050 instead of 0.682, in units of $Ze^2/(4\pi\varepsilon_0R)$. For the model parameters $Z=2$, $R=200$ pm and a Slater exponent of 0.06 pm⁻¹, the output gives $10Dq=0.3646$ eV, or 2940 cm⁻¹.

## Check in Python

```python
# Result under test: six point charges -Z e at distance R on the +-x, +-y, +-z
# axes give an electron the potential energy (for r < R)
#   V = Z e^2/(4 pi eps0) * [6/R + 35/(4 R^5) * (x^4+y^4+z^4 - 3 r^4/5) + ...]
# and split a d shell by
#   10Dq = E(eg) - E(t2g) = (5/3) * Z e^2 <r^4> / (4 pi eps0 R^5).
# Z: ligand charge number, R: metal-ligand distance, <r^4>: d-shell radial mean.
# Reduced quantities use lengths in R and energies in Z e^2/(4 pi eps0 R).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto

# ---- Symbolic Taylor expansion of the Coulomb sum --------------------------
x, y, z, t, u, s = sp.symbols("x y z t u s", real=True)
one_ligand = (1 - 2*t*u + t**2*s)**sp.Rational(-1, 2)
r_squared = x**2 + y**2 + z**2
orders = []
for k in range(7):
    coefficient = sp.diff(one_ligand, t, k).subs(t, 0) / sp.factorial(k)
    total = sum(coefficient.subs({u: proj, s: r_squared}, simultaneous=True)
                for proj in (x, -x, y, -y, z, -z))
    orders.append(sp.expand(total))
quartic = sp.Rational(35, 4)*(x**4 + y**4 + z**4
                              - sp.Rational(3, 5)*r_squared**2)
assert orders[0] == 6
assert all(orders[k] == 0 for k in (1, 2, 3, 5))
assert sp.expand(orders[4] - quartic) == 0
assert orders[6] != 0

# ---- Quadrature on the unit sphere, weights normalized to one --------------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(64)
n_phi = 128
phi = 2*np.pi*np.arange(n_phi)/n_phi
cos_grid, phi_grid = np.meshgrid(cos_nodes, phi, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
nx = (sin_grid*np.cos(phi_grid)).ravel()
ny = (sin_grid*np.sin(phi_grid)).ravel()
nz = cos_grid.ravel()
weights = np.repeat(cos_weights/(2*n_phi), n_phi)
directions = np.column_stack([nx, ny, nz])
ligands = np.vstack([np.eye(3), -np.eye(3)])


def coulomb_sum(points):
    """Untruncated reduced potential of the six ligands."""
    return sum(1/np.linalg.norm(points - site, axis=1) for site in ligands)


def double_factorial(n):
    return 1 if n <= 0 else n*double_factorial(n - 2)


moments = {}
for a, b, c in ((4, 0, 0), (3, 1, 0), (2, 2, 0), (2, 1, 1)):
    numeric = np.sum(weights*nx**(2*a)*ny**(2*b)*nz**(2*c))
    formula = (double_factorial(2*a - 1)*double_factorial(2*b - 1)
               * double_factorial(2*c - 1)/double_factorial(2*(a+b+c) + 1))
    assert abs(numeric - formula) < 1e-13
    moments[(2*a, 2*b, 2*c)] = numeric

# Real d functions xy, yz, xz, x2-y2, z2 with mean square one on the sphere
d_functions = np.array([
    np.sqrt(15)*nx*ny, np.sqrt(15)*ny*nz, np.sqrt(15)*nx*nz,
    np.sqrt(15)/2*(nx**2 - ny**2), np.sqrt(5)/2*(3*nz**2 - 1)])
assert np.allclose((d_functions*weights) @ d_functions.T, np.eye(5), atol=1e-12)

cubic_form = nx**4 + ny**4 + nz**4 - 3/5
angular = (d_functions*weights*cubic_form) @ d_functions.T
assert np.allclose(angular, np.diag([-8/105]*3 + [12/105]*2), atol=1e-12)

# The untruncated potential must give only a constant and an r^4 term in d
for rho in (0.3, 0.5, 0.7):
    exact_matrix = (d_functions*weights*coulomb_sum(rho*directions)) \
        @ d_functions.T
    expected = 6*np.eye(5) + rho**4*np.diag([-2/3]*3 + [1.0]*2)
    assert np.allclose(exact_matrix, expected, atol=1e-10)

# In the f orbital xyz the sixth-degree term must survive
f_density = 105*nx**2*ny**2*nz**2
sixth_function = sp.lambdify((x, y, z), orders[6], "numpy")
f_sixth = np.sum(weights*f_density*sixth_function(nx, ny, nz))
rho = 0.5
f_exact = np.sum(weights*f_density*coulomb_sum(rho*directions))
f_fourth = 6 + 35/4*rho**4*np.sum(weights*f_density*cubic_form)
assert abs(f_exact - f_fourth - f_sixth*rho**6) < 1e-10
assert abs(f_sixth) > 0.1


# ---- Radial means, with rho = r/R ------------------------------------------
def radial_means(density):
    """Norm, <rho^4>, and <rho_<^4/rho_>^5> for an unnormalized density."""
    def integrate(function, low, high):
        return quad(function, low, high, epsabs=1e-14, epsrel=1e-11,
                    limit=200)[0]
    norm = integrate(density, 0, 1) + integrate(density, 1, np.inf)
    inner = integrate(lambda v: v**4*density(v), 0, 1)
    outer = integrate(lambda v: v**4*density(v), 1, np.inf)
    outer_true = integrate(lambda v: density(v)/v**5, 1, np.inf)
    return norm, (inner + outer)/norm, (inner + outer_true)/norm


# ---- Analytic Coulomb integrals over Gaussian d orbitals -------------------
def gaussian_levels(beta):
    """Reduced d levels for radial density rho^6 exp(-beta rho^2)."""
    distance = 4.0
    exponent = beta/(2*distance**2)
    mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [exponent, 1.0]]]},
                spin=1, unit="Bohr", verbose=0)
    assert np.allclose(mol.intor("int1e_ovlp"), np.eye(5), atol=1e-10)
    matrix = np.zeros((5, 5))
    for site in ligands:
        with mol.with_rinv_origin(distance*site):
            matrix += mol.intor("int1e_rinv")
    return np.linalg.eigvalsh(distance*matrix)


gaussian_results = {}
for label, beta in (("compact", 48.0), ("diffuse", 5.0)):
    levels = gaussian_levels(beta)
    assert np.ptp(levels[:3]) < 1e-10 and np.ptp(levels[3:]) < 1e-10
    splitting = levels[3:].mean() - levels[:3].mean()
    _, mean4, full4 = radial_means(lambda v: v**6*np.exp(-beta*v**2))
    assert abs(splitting/(5/3*full4) - 1) < 1e-7
    gaussian_results[label] = (splitting, 5/3*mean4, 5/3*full4)
compact = gaussian_results["compact"]
diffuse = gaussian_results["diffuse"]
assert abs(compact[0]/compact[1] - 1) < 1e-7
assert abs(diffuse[0]/diffuse[1] - 1) > 0.05

# ---- Worked example: Slater 3d function r^2 exp(-zeta r) -------------------
Z = 2
R = 200.0          # pm
zeta = 0.06        # 1/pm
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e12      # eV pm
ev_to_wavenumber = const.e/(const.h*const.c)/100      # cm^-1 per eV


def slater_means(distance):
    return radial_means(lambda v: v**6*np.exp(-2*zeta*distance*v))


_, reduced_r4, reduced_full = slater_means(R)
r4 = 315/zeta**4
assert abs(reduced_r4*R**4/r4 - 1) < 1e-9
D = 35*Z*coulomb/(4*R**5)
q = 2*r4/105
ten_dq = 5/3*Z*coulomb*r4/R**5
assert abs(10*D*q/ten_dq - 1) < 1e-12
ten_dq_full = 5/3*Z*coulomb/R*reduced_full
outside_effect = 100*(ten_dq_full/ten_dq - 1)
assert -1 < outside_effect < 0
R_long = 210.0
ten_dq_long = 5/3*Z*coulomb*r4/R_long**5

print("Sphere averages from quadrature:")
for powers, value in moments.items():
    print(f"  powers of x,y,z {powers}: {value:.7f}")
print(f"Angular element, t2g: {angular[0, 0]:.6f}")
print(f"Angular element, eg: {angular[3, 3]:.6f}")
print(f"f orbital xyz, r^6 coefficient (reduced): {f_sixth:.4f}")
print("Gaussian d splitting, units Z e^2/(4 pi eps0 R):")
for label, (direct, simple, full) in gaussian_results.items():
    print(f"  {label}, Coulomb integrals: {direct:.6f}")
    print(f"  {label}, (5/3)<r^4>/R^4: {simple:.6f}")
    print(f"  {label}, with density outside R: {full:.6f}")
print("Worked example:")
print(f"  Z = {Z}")
print(f"  R = {R:.0f} pm")
print(f"  zeta = {zeta:.2f} pm^-1")
print(f"  e^2/(4 pi eps0) = {coulomb:.3f} eV pm")
print(f"  <r^4> = {r4:.4e} pm^4")
print(f"  <r^4>^(1/4) = {r4**0.25:.2f} pm")
print(f"  D = {D:.4e} eV pm^-4")
print(f"  q = {q:.4e} pm^4")
print(f"  common shift 6Ze^2/(4 pi eps0 R) = {6*Z*coulomb/R:.3f} eV")
print(f"  Dq = {ten_dq/10:.5f} eV")
print(f"  t2g shift = {-0.4*ten_dq:.4f} eV")
print(f"  eg shift = {0.6*ten_dq:.4f} eV")
print(f"  10Dq = {ten_dq:.4f} eV")
print(f"  10Dq = {ten_dq*ev_to_wavenumber:.0f} cm^-1")
print(f"  10Dq with density outside R = {ten_dq_full:.4f} eV")
print(f"  change from density outside R = {outside_effect:.3f} percent")
print(f"  10Dq at R = {R_long:.0f} pm: {ten_dq_long:.4f} eV")
print(f"  change on lengthening R: {100*(ten_dq_long/ten_dq - 1):.1f} percent")

# ---- Pointwise comparison of the exact and quartic potentials --------------
sample_radius = 70.0   # pm
print(f"Potential minus its value at the centre, r = {sample_radius:.0f} pm:")
quartic_function = sp.lambdify((x, y, z), quartic, "numpy")
for axis in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
    point = sample_radius/R*np.array(axis)/np.linalg.norm(axis)
    exact_value = Z*coulomb/R*(coulomb_sum(point[None, :])[0] - 6)
    quartic_value = Z*coulomb/R*quartic_function(*point)
    assert abs(quartic_value/exact_value - 1) < 0.25
    print(f"  {axis}: exact {exact_value:.4f} eV, "
          f"quartic {quartic_value:.4f} eV")

print("success")
```

Printed output:

```
Sphere averages from quadrature:
  powers of x,y,z (8, 0, 0): 0.1111111
  powers of x,y,z (6, 2, 0): 0.0158730
  powers of x,y,z (4, 4, 0): 0.0095238
  powers of x,y,z (4, 2, 2): 0.0031746
Angular element, t2g: -0.076190
Angular element, eg: 0.114286
f orbital xyz, r^6 coefficient (reduced): 0.4196
Gaussian d splitting, units Z e^2/(4 pi eps0 R):
  compact, Coulomb integrals: 0.011393
  compact, (5/3)<r^4>/R^4: 0.011393
  compact, with density outside R: 0.011393
  diffuse, Coulomb integrals: 0.681991
  diffuse, (5/3)<r^4>/R^4: 1.050000
  diffuse, with density outside R: 0.681991
Worked example:
  Z = 2
  R = 200 pm
  zeta = 0.06 pm^-1
  e^2/(4 pi eps0) = 1439.965 eV pm
  <r^4> = 2.4306e+07 pm^4
  <r^4>^(1/4) = 70.21 pm
  D = 7.8748e-08 eV pm^-4
  q = 4.6296e+05 pm^4
  common shift 6Ze^2/(4 pi eps0 R) = 86.398 eV
  Dq = 0.03646 eV
  t2g shift = -0.1458 eV
  eg shift = 0.2187 eV
  10Dq = 0.3646 eV
  10Dq = 2940 cm^-1
  10Dq with density outside R = 0.3644 eV
  change from density outside R = -0.040 percent
  10Dq at R = 210 pm: 0.2857 eV
  change on lengthening R: -21.6 percent
Potential minus its value at the centre, r = 70 pm:
  (1, 0, 0): exact 0.7867 eV, quartic 0.7563 eV
  (1, 1, 0): exact -0.2157 eV, quartic -0.1891 eV
  (1, 1, 1): exact -0.4666 eV, quartic -0.5042 eV
success
```
